# The InAs conduction-edge mass and its remote-band correction

## Problem

The conduction edge of InAs lies at the zone centre and has an s-like orbital $S$. The top of the valence band is built from three p-like orbitals $X,Y,Z$. Take these rough low-temperature inputs:

- Kane energy $E_P=22$ eV, which measures the momentum coupling of $S$ to the valence orbitals
- gap $E_g=0.42$ eV
- spin-orbit splitting of the valence top $\Delta=0.39$ eV

(a) Derive the conduction-edge mass $m^*$ that follows from the coupling to the valence bands, and evaluate it.

(b) Add one remote p-like set at an energy $E'=4$ eV above the conduction edge, with coupling energy $E_P'=4$ eV. These two are round model values. How much does the mass change, and in which direction?

(c) Rough values of $0.023\,m_0$ and $0.026\,m_0$ are available for comparison, where $m_0$ is the free-electron mass. What do they say about the remote-band correction?

## Hints

1. The mass is defined by the $k^2$ coefficient of the energy at the edge. Which order of perturbation theory in $\mathbf k\cdot\mathbf p$ supplies it?
2. Put $\mathbf k$ along $z$. Then $S$ couples to $Z$, but $Z$ with spin up is not an eigenstate of the spin-orbit operator. The expectation value of that operator in this state gives its weights in the two spin-orbit levels.
3. In second order, watch the sign of the energy denominator for a level above the edge.
4. For part (c), solve the mass formula for the remote term and ask how the answer responds to a change of $E_P$.

## Solution

### The edge mass as a second-order sum

A Bloch state is $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$. Acting on it with the kinetic energy replaces $\mathbf p$ by $\mathbf p+\hbar\mathbf k$, so the periodic part $u$ feels the additional terms

$$
\frac{\hbar^2k^2}{2m_0}+H_{kp},\qquad H_{kp}=\frac{\hbar}{m_0}\,\mathbf k\cdot\mathbf p .
$$

The small $k$-dependent part of the spin-orbit coupling is neglected. The first-order term $\langle S|\mathbf p|S\rangle$ vanishes, because a nonzero value would be a vector left unchanged by all tetrahedral symmetry operations, and there is none. With the valence top as the zero of energy, second order gives

$$
E(k)=E_g+\frac{\hbar^2k^2}{2m_0}+\sum_n\frac{|\langle S|H_{kp}|n\rangle|^2}{E_g-E_n}+\dots
$$

Since $H_{kp}$ is linear in $k$, the omitted orders start at $k^3$. They cannot alter the $k^2$ coefficient, so within the chosen set of bands this sum fixes the edge mass without further approximation. That coefficient is a symmetric second-rank tensor, which cubic symmetry reduces to a single number. One direction of $\mathbf k$ therefore suffices.

### Coupling and spin-orbit weights

For $\mathbf k$ along $z$, symmetry leaves one valence matrix element. Define the real constant $P$ and the Kane energy by

$$
\langle S|H_{kp}|Z\rangle=iPk,\qquad E_P=\frac{2m_0P^2}{\hbar^2}.
$$

It follows that

$$
P^2k^2=E_P\,\frac{\hbar^2k^2}{2m_0}.
$$

Within the valence set the spin-orbit energy, measured from the valence top, is

$$
H_{so}=\frac{\Delta}{3}\left(\mathbf L\cdot\boldsymbol\sigma-1\right),
$$

where $\mathbf L$ is the dimensionless angular momentum with $l=1$ and $\boldsymbol\sigma$ are the Pauli matrices. With spin $\boldsymbol\sigma/2$ and total angular momentum $j$,

$$
\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34 .
$$

This equals $1$ for $j=3/2$ and $-2$ for $j=1/2$. The two levels lie at $0$ and $-\Delta$, as required.

Let $w$ be the weight of $Z\!\uparrow$ in $j=3/2$. In the state $Z\!\uparrow$ the spin is along $z$, so the expectation value of $\mathbf L\cdot\boldsymbol\sigma$ reduces to that of $L_z$. This is zero, because $Z$ has magnetic quantum number zero. Expressed through the weights, the same expectation value is

$$
w\cdot1+(1-w)(-2)=0\quad\Rightarrow\quad 3w=2,\quad w=\tfrac23 .
$$

The remaining weight $1/3$ lies in $j=1/2$. The spin-down state gives the same weights. The two spin directions do not mix in this sum, because for $\mathbf k$ along $z$ the component of total angular momentum along $z$ differs between them.

### The three-band formula

The denominators are $E_g-0=E_g$ and $E_g-(-\Delta)=E_g+\Delta$. Hence

$$
E(k)-E_g=\frac{\hbar^2k^2}{2m_0}\left[1+E_P\left(\frac{2}{3E_g}+\frac{1}{3(E_g+\Delta)}\right)\right].
$$

By definition the left side is $\hbar^2k^2/2m^*$ at small $k$. Therefore

$$
\frac{m_0}{m^*}=1+A E_P,\qquad
A=\frac13\left(\frac{2}{E_g}+\frac1{E_g+\Delta}\right).
$$

On a common denominator,

$$
A=\frac{2(E_g+\Delta)+E_g}{3E_g(E_g+\Delta)}
=\frac{E_g+\tfrac23\Delta}{E_g(E_g+\Delta)} .
$$

Both valence terms are positive. The valence levels lie below the edge and push the conduction energy upward as $k$ grows, which increases the curvature and makes the electron light.

The two contributions are

$$
\frac{2E_P}{3E_g}=\frac{2\times22}{3\times0.42}=34.92,\qquad
\frac{E_P}{3(E_g+\Delta)}=\frac{22}{3\times0.81}=9.05 .
$$

With the free-electron term,

$$
\frac{m_0}{m^*}=1+34.92+9.05=44.97,\qquad m^*=0.0222\,m_0 .
$$

This is $2.0\times10^{-32}$ kg. The free-electron term is a small part of the sum, so the light mass comes from the large ratio of $E_P$ to the gap.

### A remote set above the edge

Now let $S$ couple also to a remote orbital $Z'$ at energy $E_g+E'$. Spin-orbit splitting of the remote set, and spin-orbit mixing between it and the valence set, are neglected. In analogy with the valence coupling, write $\langle S|H_{kp}|Z'\rangle=iP'k$ and $E_P'=2m_0P'^2/\hbar^2$. The new second-order term is

$$
\frac{P'^2k^2}{E_g-(E_g+E')}=-\frac{E_P'}{E'}\,\frac{\hbar^2k^2}{2m_0}.
$$

The formula becomes

$$
\frac{m_0}{m^*}=1+AE_P+C,\qquad C=-\frac{E_P'}{E'} .
$$

A set above the edge pushes the conduction energy down and makes the electron heavier. For a set below the edge $E'$ is negative, $C$ is positive, and the electron becomes lighter. The complete $C$ is a sum over all remote sets with both signs possible, so the three-band model does not determine its sign.

For the model set $C=-4/4=-1$, and

$$
\frac{m_0}{m^*}=44.97-1=43.97,\qquad m^*=0.0227\,m_0 .
$$

To see why the change is small, let $\mu_3$ be the mass without the remote term and $\mu$ the mass with it, both in units of $m_0$. From $1/\mu=1/\mu_3+C$, multiplication by $\mu$ gives

$$
1=\frac{\mu}{\mu_3}+C\mu\quad\Rightarrow\quad\frac{\mu}{\mu_3}-1=-C\mu .
$$

The relative change is $-C$ multiplied by the small number $\mu$. Here it is $+2.3$ percent of the three-band value.

These formulas were tested against curvatures obtained by diagonalizing a 14-state Hamiltonian, with remote sets above and below the edge and for three directions of $\mathbf k$. The largest relative difference is $1.1\times10^{-7}$, as the numerical output shows. This tests the algebra within the model; it does not test the rough InAs inputs.

### What the comparison masses can tell

Solving for the remote term gives

$$
C=\frac{m_0}{m^*}-1-AE_P .
$$

The two comparison masses yield

$$
\frac1{0.023}-44.974=-1.50,\qquad
\frac1{0.026}-44.974=-6.51 .
$$

A change of $0.003\,m_0$ in the mass thus changes the inferred correction by more than a factor of four. The reason is that $C$ is a small difference between two large numbers. The inference also assumes that both values are low-temperature masses at the band edge itself. In the three-band model with $C=0$, the energy-dependent mass $\hbar^2k/(dE/dk)$ already reaches $0.023\,m_0$ about 8 meV above the edge and $0.026\,m_0$ about 42 meV above it. A value measured in a filled band and not extrapolated to the edge would therefore mimic a negative $C$.

The Kane energy matters just as much. At fixed mass and fixed $A$,

$$
\frac{\partial C}{\partial E_P}=-A=-2.00\ \text{eV}^{-1}.
$$

Raising $E_P$ by 1 eV, less than five percent of its value, shifts the inferred $C$ by $-2$. This is twice the size of the model remote term in part (b).

Suppose nevertheless that $C=-6.51$ came from a single remote set 4 eV above the edge. Its coupling energy would have to be $E_P'=-CE'\approx26$ eV, larger than $E_P$ itself. Alternatively, keep $C=-1$ and ask which Kane energy gives $0.026\,m_0$:

$$
E_P=\frac{1/0.026-1-C}{A}=\frac{38.46-1+1}{1.9988}=19.24\ \text{eV}.
$$

Both parameter pairs, $(22\ \text{eV},-6.51)$ and $(19.24\ \text{eV},-1)$, reproduce the same edge mass. The mass fixes the combination $AE_P+C$ and cannot select one pair. An inferred $C$ is therefore meaningful together with the $E_P$, $E_g$ and $\Delta$ used to obtain it, and separating $C$ from $E_P$ needs information beyond the edge mass.

The assessment has two sides. For predicting the mass, a remote term of order one is a correction of a few percent, but nothing here shows that the term in InAs is that small: $C=-6.51$ would raise the three-band mass by 17 percent. For extracting the remote term from the mass, the rough inputs used here do not suffice.

## Variation 1: leaving out the spin-orbit splitting

*What mass results if $\Delta$ is set to zero while $E_P$ and $E_g$ are kept, with $C=0$?*

For $\Delta=0$ both denominators equal $E_g$, so $A=1/E_g$ and

$$
\frac{m_0}{m^*}=1+\frac{E_P}{E_g}=1+\frac{22}{0.42}=53.38,\qquad m^*=0.0187\,m_0 .
$$

The mass is too small compared with $0.0222\,m_0$, because one third of the coupling strength has been moved from the distance $E_g+\Delta$ to the shorter distance $E_g$. In the opposite limit $\Delta\gg E_g$, the $j=1/2$ term drops out and $A\to2/(3E_g)$. Both $0.0187$ and $0.0222$ round to $0.02$, so agreement with "about 0.02" does not show that spin-orbit splitting has been treated correctly.

## Variation 2: an electron away from the edge

*With $C=0$, how far does the edge parabola miss the three-band energy at $k=0.2$ nm$^{-1}$?*

Let $t=\hbar^2k^2/2m_0$ and let $W=E-E_g-t$ be the part of the energy rise caused by the valence coupling. In this model all three bands carry the same diagonal term $t$, which therefore cancels from the energy differences. This leaves out the remote-band curvature of the valence bands, so the model's heavy-hole band bends upward, unlike the real one. Eliminating the two valence amplitudes from the eigenvalue equations gives

$$
W=E_Pt\left[\frac{2}{3(E_g+W)}+\frac{1}{3(E_g+\Delta+W)}\right].
$$

On the conduction branch $W>0$ for $k\neq0$. Both denominators are then larger than at the edge, so $W<AE_Pt$ and the energy lies below the parabola. Setting $W=0$ on the right recovers the edge mass, which requires $W\ll E_g$.

Here $t=0.0381\times0.2^2=0.001524$ eV. The parabola gives $44.97\,t=0.0685$ eV above the edge, while the three-band energy is $0.0610$ eV. The parabola is too high by 12 percent of the three-band energy. This figure belongs to the bare model. Remote-band valence curvatures of the size used for InAs in eight-band models raise it to roughly 13 to 14 percent, depending on direction. At this wave number the error from nonparabolicity exceeds the 2.3 percent mass change caused by the model remote set, so in a transport calculation at such energies a refined edge mass does not replace a nonparabolic dispersion.

## Computed values

```
Rough InAs inputs
Kane energy EP = 22 eV
gap Eg = 0.42 eV
spin-orbit splitting D = 0.39 eV
Three-band estimate
weight of Z-up in j=3/2 = 0.6667
weight of Z-up in j=1/2 = 0.3333
j=3/2 term in m0/m = 34.921
j=1/2 term in m0/m = 9.053
m0/m with C=0 = 44.974
m0/m from diagonalization = 44.974
mass with C=0 = 0.02224 m0
mass with C=0 = 2.025e-32 kg
m0/m with C=0 and D=0 = 53.381
mass with C=0 and D=0 = 0.01873 m0
Model remote set
remote coupling energy EPr = 4.0 eV
remote level above edge Er = 4.0 eV
remote term C = -1.00
mass with this C = 0.02274 m0
mass change = 2.27 percent
Inference from rough comparison masses
rough mass = 0.023 m0: C = -1.50
  EPr needed at Er = 6.0 eV
rough mass = 0.026 m0: C = -6.51
  EPr needed at Er = 26.1 eV
factor A = 1.9988 1/eV
change of inferred C per +1 eV in EP = -2.00
EP giving 0.026 m0 with model C = 19.24 eV
Finite wave number, C=0
hbar^2/(2 m0) = 0.038100 eV nm^2
k = 0.2 1/nm
parabolic energy above edge = 0.06854 eV
three-band energy above edge = 0.06100 eV
parabola too high by 12.4 percent
largest relative curvature error = 1.1e-07
```
